# Current in a fully degenerate single-subband channel with constant mobility: verification in Python

```python
"""
Result under test: for a degenerate one-subband channel of constant mobility,
    I = mobility*W/(2 L) * (Q_S^2 - Q_D^2) / C_s,   1/C_s = 1/C_ox + 1/C_q.
Q_S, Q_D : magnitude of electron charge per area at source and drain
C_ox     : geometric capacitance from gate to subband state
C_q      : quantum capacitance q^2 m/(pi hbar^2), two spins, one valley
V        : quasi-Fermi potential, zero at the source
V_gt     : gate voltage above the zero-temperature threshold
SI units inside; energies are held in volts (energy / q).
"""
import numpy as np
from scipy.constants import e as q, hbar, k as kB, m_e, epsilon_0 as eps0, pi
from scipy.integrate import quad, solve_ivp
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

# Inputs: rough typical values for an hBN-gated light-mass quantum well
mass_ratio, eps_ins, eps_ch = 0.05, 3.5, 13.0
t_ins, d_well = 3e-9, 8e-9
length, width = 10e-6, 10e-6
mobility = 0.5
V_gt, V_ds, T_use, T_room = 0.5, 0.2, 77.0, 300.0
# Rough inputs used only to size neglected effects
nonparab = 1.0           # 1/eV
v_sat = 2e5              # m/s
tau_energy = 1e-12       # s
barrier_ins, mass_ins = 2.5, 0.3
barrier_back = 0.5       # eV
breakdown = 8e8          # V/m

m = mass_ratio * m_e
tau = mobility * m / q
C_q = q**2 * m / (pi * hbar**2)
C_plain = eps0 * eps_ins / t_ins
depth_factor = 1 / 3 + 5 / (8 * pi**2)
C_ox = 1 / (1 / C_plain + depth_factor * d_well / (eps0 * eps_ch))
C_s = 1 / (1 / C_ox + 1 / C_q)
Q_S, Q_D = C_s * V_gt, C_s * (V_gt - V_ds)
E_S, E_D = Q_S / C_q, Q_D / C_q
prefactor = mobility * width / length
I_model = prefactor * (Q_S**2 - Q_D**2) / (2 * C_s)


def fermi_wavenumber(Q):
    return np.sqrt(2 * pi * Q / q)


# Test: quantum capacitance from an explicit count of plane-wave states
box = 3e-6
k_max = np.sqrt(2 * m * q * E_S) / hbar
radius = k_max * box / (2 * pi)
integers = np.arange(-int(radius) - 1, int(radius) + 2)
count = np.sum(integers[:, None]**2 + integers[None, :]**2 <= radius**2)
C_q_count = q * 2 * count / box**2 / E_S
assert abs(C_q_count / C_q - 1) < 2e-3   # lattice-count noise

# Test: constant relaxation time gives conductivity mobility*Q
for T in (T_use, T_room):
    phi = kB * T / q
    for level in (E_D, -phi):
        def kinetic(E):
            y = (E - level) / phi
            minus_df = 1 / (4 * phi * np.cosh(y / 2)**2)
            speed_squared = 2 * q * E / m
            return C_q * tau * speed_squared / 2 * minus_df
        top = max(level, 0) + 40 * phi
        sigma = quad(kinetic, 0, top, points=[max(level, phi)],
                     epsabs=0, epsrel=1e-9, limit=200)[0]
        # charge from direct Fermi occupation of the constant state density
        charge = quad(lambda E: C_q / (1 + np.exp((E - level) / phi)),
                      0, top, epsabs=0, epsrel=1e-9, limit=200)[0]
        assert abs(sigma / (mobility * charge) - 1) < 1e-6
        log_charge = C_q * phi * np.logaddexp(0, level / phi)
        assert abs(charge / log_charge - 1) < 1e-6


# Test: drift plus diffusion solved along the channel by shooting
def contact_charge(V):
    def balance(Q):
        kinetic_energy = (hbar * fermi_wavenumber(Q))**2 / (2 * m * q)
        return Q / C_ox + kinetic_energy - (V_gt - V)
    return brentq(balance, 1e-7, 1e-2, xtol=1e-15)


def drift_and_diffusion(Q):
    fermi_speed = hbar * fermi_wavenumber(Q) / m
    return mobility * Q / C_ox, fermi_speed**2 * tau / 2


source_charge, drain_charge = contact_charge(0.0), contact_charge(V_ds)


def channel(J):
    def slope(x, y):
        total = sum(drift_and_diffusion(y[0] * source_charge))
        return [-J * length / (total * source_charge)]
    return solve_ivp(slope, (0, 1), [1.0], t_eval=[0.5, 1.0],
                     rtol=1e-9, atol=1e-12).y[0]


J_ohmic = mobility * source_charge * V_ds / length
J_shoot = brentq(lambda J: channel(J)[1] - drain_charge / source_charge,
                 0.5 * J_ohmic, J_ohmic, rtol=1e-10)
I_shoot = J_shoot * width
Q_mid_shoot = channel(J_shoot)[0] * source_charge
Q_mid = np.sqrt((Q_S**2 + Q_D**2) / 2)
assert abs(I_shoot / I_model - 1) < 1e-6
assert abs(Q_mid_shoot / Q_mid - 1) < 1e-6
drift_share = C_q / (C_ox + C_q)
for Q in (Q_S, Q_mid, Q_D):
    drift, diffusion = drift_and_diffusion(Q)
    assert abs(drift / (drift + diffusion) - drift_share) < 1e-9


# Test: finite-temperature current, direct integral over V against end charges
def thermal_charge(V, phi):
    def balance(eta):
        Q = C_q * phi * np.logaddexp(0, eta)
        return Q / C_ox + phi * eta - (V_gt - V)
    eta = brentq(balance, -60, 60, xtol=1e-13)
    return C_q * phi * np.logaddexp(0, eta)


def thermal_current(V_drain, phi):
    points = [V_gt] if V_drain > V_gt else None
    area = quad(lambda V: thermal_charge(V, phi), 0, V_drain,
                points=points, epsabs=0, epsrel=1e-9, limit=300)[0]
    return prefactor * area


def bose_integral(low, high):
    return quad(lambda u: u / np.expm1(u), low, high,
                epsabs=1e-13, epsrel=1e-10)[0]


I_thermal, bose = {}, {}
for T in (T_use, T_room):
    phi = kB * T / q
    QS_T, QD_T = thermal_charge(0, phi), thermal_charge(V_ds, phi)
    bose[T] = bose_integral(QD_T / (C_q * phi), QS_T / (C_q * phi))
    I_thermal[T] = thermal_current(V_ds, phi)
    closed = prefactor * ((QS_T**2 - QD_T**2) / (2 * C_s)
                          + C_q * phi**2 * bose[T])
    assert abs(I_thermal[T] / closed - 1) < 1e-7
assert abs(I_thermal[T_use] / I_model - 1) < 1e-4
phi_use = kB * T_use / q
I_sat = thermal_current(V_gt + 30 * phi_use, phi_use)
I_sat_square = prefactor * thermal_charge(0, phi_use)**2 / (2 * C_s)
sat_number = (I_sat - I_sat_square) / (prefactor * C_q * phi_use**2)
assert abs(sat_number / (pi**2 / 6) - 1) < 1e-3

# Self-consistent Schroedinger-Poisson well, hard walls, field-free back
n_grid = 200
dz = d_well / (n_grid + 1)
hop = hbar**2 / (2 * m * dz**2 * q)


def subband_level(Q):
    U = np.full(n_grid, Q / C_plain)
    previous = np.inf
    for _ in range(60):
        E, chi = eigh_tridiagonal(2 * hop + U, -hop * np.ones(n_grid - 1),
                                  select='i', select_range=(0, 0))
        if abs(E[0] - previous) < 1e-10:
            return E[0]
        previous = E[0]
        weight = chi[:, 0]**2
        beyond = 1 - (np.cumsum(weight) - weight / 2)
        left = np.concatenate(([1.0], beyond[:-1]))
        U = Q / C_plain + Q * dz / (eps0 * eps_ch) * np.cumsum(
            (left + beyond) / 2)
    raise AssertionError("Schroedinger-Poisson loop did not converge")


level_zero = subband_level(0.0)
Q_small = 1e-5
slope_small = (subband_level(Q_small) - level_zero) / Q_small
depth_numeric = (slope_small - 1 / C_plain) * eps0 * eps_ch / d_well
assert abs(depth_numeric / depth_factor - 1) < 5e-3   # grid and finite charge
Q_table = np.linspace(0, 6e-3, 13)
drive_table = [subband_level(Q) - level_zero + Q / C_q for Q in Q_table]
drive_sp = CubicSpline(Q_table, drive_table)


# Current at fixed bias for any relation overdrive(Q)
def current_at_bias(overdrive):
    high = brentq(lambda Q: overdrive(Q) - V_gt, 1e-7, 6e-3, xtol=1e-15)
    low = brentq(lambda Q: overdrive(Q) - V_gt + V_ds, 1e-7, 6e-3, xtol=1e-15)
    area = quad(overdrive, low, high, epsabs=0, epsrel=1e-9)[0]
    return prefactor * (high * V_gt - low * (V_gt - V_ds) - area)


def overdrive_nonparabolic(Q):
    E = (np.sqrt(1 + 4 * nonparab * Q / C_q) - 1) / (2 * nonparab)
    return Q / C_ox + E


def overdrive_exchange(Q):
    shift = 2 / pi * q * fermi_wavenumber(Q) / (4 * pi * eps0 * eps_ch)
    return Q / C_s - shift


def percent(current):
    return 100 * (current / I_model - 1)


I_sp = current_at_bias(drive_sp)
assert abs(I_sp / I_model - 1) < 0.03   # deformation of the subband state
I_nonparab = current_at_bias(overdrive_nonparabolic)
I_exchange = current_at_bias(overdrive_exchange)
I_no_cq = current_at_bias(lambda Q: Q / C_ox)

# Subband spacing with a hard front wall and a finite back barrier
n_soft = 500
dz_soft = (d_well + 12e-9) / (n_soft + 1)
z_soft = dz_soft * np.arange(1, n_soft + 1)
hop_soft = hbar**2 / (2 * m * dz_soft**2 * q)
levels = eigh_tridiagonal(
    2 * hop_soft + barrier_back * (z_soft > d_well),
    -hop_soft * np.ones(n_soft - 1), select='i', select_range=(0, 1))[0]
spacing = levels[1] - levels[0]
assert spacing > E_S + 5 * phi_use

# Other neglected effects
field_drain = I_model / (mobility * width * Q_D)
speed_drain = mobility * field_drain
loss_vsat = 1 / (1 + mobility * V_ds / (v_sat * length))
extra_energy = mobility * field_drain**2 * tau_energy
T_hot = q / kB * np.sqrt(phi_use**2 + 6 * E_D * extra_energy / pi**2)
free_path = hbar * fermi_wavenumber(Q_S) / m * tau
natural_length = np.sqrt(eps_ch / eps_ins * t_ins * d_well)
field_ins = Q_S / (eps0 * eps_ins)
drop_ins = field_ins * t_ins
action = quad(lambda z: np.sqrt(2 * mass_ins * m_e * q
                                * (barrier_ins - drop_ins * z)) / hbar,
              0, 1)[0] * t_ins
attempt = hbar * pi / (m * d_well) / (2 * d_well)
I_gate = Q_S * attempt * np.exp(-2 * action) * length * width
assert field_ins < breakdown and I_gate < 1e-3 * I_model

print(f"channel mass = {mass_ratio:.3f} m_e")
print(f"relative permittivity hBN, channel = {eps_ins:.1f}, {eps_ch:.1f}")
print(f"hBN thickness, well width = {t_ins*1e9:.1f}, {d_well*1e9:.1f} nm")
print(f"length, width = {length*1e6:.1f}, {width*1e6:.1f} um")
print(f"mobility = {mobility*1e4:.0f} cm2/Vs")
print(f"V_GT, V_DS = {V_gt:.3f}, {V_ds:.3f} V")
print(f"temperature = {T_use:.0f} K, kT/q = {phi_use*1e3:.3f} mV")
print(f"C_q formula = {C_q*100:.4f} uF/cm2")
print(f"C_q from state count = {C_q_count*100:.4f} uF/cm2")
print(f"bare hBN capacitance = {C_plain*100:.4f} uF/cm2")
print(f"well-depth factor formula = {depth_factor:.5f}")
print(f"well-depth factor numerical = {depth_numeric:.5f}")
print(f"C_ox including well depth = {C_ox*100:.4f} uF/cm2")
print(f"C_s = {C_s*100:.4f} uF/cm2")
print(f"Q_S, Q_D = {Q_S*100:.4f}, {Q_D*100:.4f} uC/cm2")
print(f"n_S, n_D = {Q_S/q/1e16:.3f}, {Q_D/q/1e16:.3f} 1e12/cm2")
print(f"E_F-E_1 source, drain = {E_S*1e3:.2f}, {E_D*1e3:.2f} meV")
print(f"(E_F-E_1)/kT at drain = {E_D/phi_use:.2f}")
print(f"current, formula = {I_model*1e6:.3f} uA")
print(f"current, shooting = {I_shoot*1e6:.3f} uA")
print(f"mid-channel Q, formula = {Q_mid*100:.4f} uC/cm2")
print(f"mid-channel Q, shooting = {Q_mid_shoot*100:.4f} uC/cm2")
print(f"drift part = {I_model*drift_share*1e6:.3f} uA")
print(f"diffusion part = {I_model*(1-drift_share)*1e6:.3f} uA")
print(f"drift share = {100*drift_share:.2f} %")
print(f"current without C_q, same bias = {I_no_cq*1e6:.3f} uA")
print(f"change without C_q = {percent(I_no_cq):+.2f} %")
print(f"thermal change at 77 K = {percent(I_thermal[T_use]):+.6f} %")
print(f"thermal change at 300 K = {percent(I_thermal[T_room]):+.3f} %")
print(f"thermal integral 77 K = {bose[T_use]:.6f}")
print(f"thermal integral 300 K = {bose[T_room]:.5f}")
print(f"saturation integral = {sat_number:.5f}")
print(f"pi^2/6 = {pi**2/6:.5f}")
print(f"saturation current at 77 K = {I_sat*1e6:.3f} uA")
print(f"Schroedinger-Poisson current = {I_sp*1e6:.3f} uA")
print(f"change, state deformation = {percent(I_sp):+.2f} %")
print(f"nonparabolicity, rough = {nonparab:.1f} 1/eV")
print(f"change, nonparabolicity = {percent(I_nonparab):+.2f} %")
print(f"change, strict-2D exchange = {percent(I_exchange):+.2f} %")
print(f"back barrier, rough = {barrier_back:.2f} eV")
print(f"second subband above first = {spacing*1e3:.1f} meV")
print(f"saturation velocity, rough = {v_sat*100:.1e} cm/s")
print(f"drain-end drift velocity = {speed_drain*100:.2e} cm/s")
print(f"change, velocity saturation = {100*(loss_vsat-1):+.2f} %")
print(f"drain-end channel field = {field_drain/1e5:.3f} kV/cm")
print(f"energy relaxation time, rough = {tau_energy*1e12:.1f} ps")
print(f"drain-end electron temperature = {T_hot:.1f} K")
print(f"mean free path at source = {free_path*1e9:.1f} nm")
print(f"gradual-channel length scale = {natural_length*1e9:.2f} nm")
print(f"hBN field at source = {field_ins/1e8:.3f} MV/cm")
print(f"hBN breakdown field, rough = {breakdown/1e8:.1f} MV/cm")
print(f"hBN barrier, rough = {barrier_ins:.1f} eV")
print(f"hBN tunnelling mass, rough = {mass_ins:.2f} m_e")
print(f"gate tunnelling current = {I_gate:.1e} A")
print("all tests passed")
```

Running it gives:

```
channel mass = 0.050 m_e
relative permittivity hBN, channel = 3.5, 13.0
hBN thickness, well width = 3.0, 8.0 nm
length, width = 10.0, 10.0 um
mobility = 5000 cm2/Vs
V_GT, V_DS = 0.500, 0.200 V
temperature = 77 K, kT/q = 6.635 mV
C_q formula = 3.3464 uF/cm2
C_q from state count = 3.3468 uF/cm2
bare hBN capacitance = 1.0330 uF/cm2
well-depth factor formula = 0.39666
well-depth factor numerical = 0.39660
C_ox including well depth = 0.8040 uF/cm2
C_s = 0.6483 uF/cm2
Q_S, Q_D = 0.3241, 0.1945 uC/cm2
n_S, n_D = 2.023, 1.214 1e12/cm2
E_F-E_1 source, drain = 96.86, 58.12 meV
(E_F-E_1)/kT at drain = 8.76
current, formula = 259.306 uA
current, shooting = 259.306 uA
mid-channel Q, formula = 0.2673 uC/cm2
mid-channel Q, shooting = 0.2673 uC/cm2
drift part = 209.073 uA
diffusion part = 50.233 uA
drift share = 80.63 %
current without C_q, same bias = 321.608 uA
change without C_q = +24.03 %
thermal change at 77 K = +0.000045 %
thermal change at 300 K = +0.361 %
thermal integral 77 K = 0.001526
thermal integral 300 K = 0.24108
saturation integral = 1.64493
pi^2/6 = 1.64493
saturation current at 77 K = 406.377 uA
Schroedinger-Poisson current = 260.822 uA
change, state deformation = +0.58 %
nonparabolicity, rough = 1.0 1/eV
change, nonparabolicity = +1.36 %
change, strict-2D exchange = +5.77 %
back barrier, rough = 0.50 eV
second subband above first = 249.3 meV
saturation velocity, rough = 2.0e+07 cm/s
drain-end drift velocity = 1.33e+06 cm/s
change, velocity saturation = -4.76 %
drain-end channel field = 0.267 kV/cm
energy relaxation time, rough = 1.0 ps
drain-end electron temperature = 87.3 K
mean free path at source = 117.3 nm
gradual-channel length scale = 9.44 nm
hBN field at source = 1.046 MV/cm
hBN breakdown field, rough = 8.0 MV/cm
hBN barrier, rough = 2.5 eV
hBN tunnelling mass, rough = 0.30 m_e
gate tunnelling current = 1.2e-10 A
all tests passed
```
